# Surface States and Tunnelling Conductance of a d-Wave Superconductor, part 2

A clean two-dimensional d-wave superconductor fills $x>0$ and a normal metal fills $x<0$, with a barrier $H\delta(x)$ between them. In the algebra $\hbar=m=e=1$, and $E_F=k_F^2/2$ on both sides. The momentum makes the angle $\theta$ with the $x$ axis; $k_y=k_F\sin\theta$ is conserved and $k_x=k_F\cos\theta$. Electron and hole amplitudes $u,v$ obey

$$\xi u+\Delta v=Eu,\qquad \Delta u-\xi v=Ev,\qquad \xi=\tfrac12|\mathbf k|^2-E_F,$$

with $E\ge0$ measured from the Fermi level unless stated otherwise. In the Andreev approximation the gap is much smaller than $E_F$ and depends on direction alone.

**Part (a).** The outgoing waves, with amplitudes $c$ and $d$, are

$$\binom{1}{\gamma_+}e^{ik_xx},\qquad \binom{\gamma_-}{1}e^{-ik_xx},\qquad \gamma_\pm=\frac{\Delta_\pm}{E+\Omega_\pm},$$

each with its slow factor $e^{i\Omega_\pm x/k_x}$. Here $\Omega=\sqrt{E^2-\Delta^2}$ above the gap and $\Omega=i\sqrt{\Delta^2-E^2}$ below it. Matching requires $|\Omega|\ll k_x^2$. The real gaps are $\Delta_\pm=\pm\Delta_0\sin2\theta$ at a 110 surface and $\Delta_+=\Delta_-=\Delta_0\cos2\theta$ at a 100 surface.

**Parts (b) and (c).** With $Z=H/k_F$, $z=Z/\cos\theta$, $R=1-\tau$ and $p=\gamma_+\gamma_-$, the normal transmission, the amplitude for reflection as an electron, and the zero-temperature conductance of one mode per spin, in units of $e^2/h$, at bias energy $E$ are

$$\tau=\frac{\cos^2\theta}{\cos^2\theta+Z^2},\qquad b=-\frac{iz}{1+iz}\,\frac{1-p}{1-Rp},$$

$$\sigma=\frac{\tau\left(1+\tau|\gamma_+|^2-R|p|^2\right)}{|1-Rp|^2}\le2.$$

The value 2 requires $b=0$.

**Part (d).** At an impenetrable wall

$$c+\gamma_-d=0,\qquad \gamma_+c+d=0 .$$

For a gap that is uniform up to the wall, a state is bound if and only if $\Delta_+\Delta_-<0$, and its energy is zero.

**Part (e)** now asks for the wave function at a closed 110 surface, and whether the state survives if the gap is weakened near the surface.

**Solution.** Let $s=\mathrm{sgn}\,\Delta_+$. At $E=0$ we have $\Omega_\pm=i|\Delta_\pm|$, so $\gamma_+=-is$ and $\gamma_-=+is$. With $c=1$, the wall condition $d=-\gamma_+c$ gives $d=is$. Since $is\,(is,1)=(-1,is)=-(1,-is)$, the two waves combine to

$$\psi\propto\binom{1}{-is}\left(e^{ik_xx}-e^{-ik_xx}\right)e^{-\kappa x}\propto\binom1{-is}\sin(k_xx)\,e^{-\kappa x}.$$

The decay rate follows from the slow factor $e^{i\Omega x/k_x}$:

$$\kappa=\frac{|\Delta_+|}{k_x}=\frac{2\Delta_0|\sin\theta|\cos\theta}{k_F\cos\theta}=\frac{2\Delta_0|\sin\theta|}{k_F}.$$

The electron and hole parts have equal weight, so the state carries no net charge. It spreads ever deeper into the crystal as $\theta\to0$, and at $\theta=0$ it is no longer bound.

Now let the gaps depend on $x$. Write $\psi=e^{ik_xx}(f_+,g_+)+e^{-ik_xx}(f_-,g_-)$ with slowly varying amplitudes. To first order in their slopes,

$$\mp ik_xf_\pm'+\Delta_\pm g_\pm=Ef_\pm,\qquad \pm ik_xg_\pm'+\Delta_\pm f_\pm=Eg_\pm .$$

The wall demands $f_+(0)=-f_-(0)$ and $g_+(0)=-g_-(0)$. Unfold the path onto a full line with coordinate $r$. For $r>0$ put $F(r)=f_+(r)$, $G(r)=g_+(r)$ and $D(r)=\Delta_+(r)$. For $r<0$ put $F(r)=-f_-(-r)$, $G(r)=-g_-(-r)$ and $D(r)=\Delta_-(-r)$. Then $F$ and $G$ are continuous at $r=0$. The reversal of the coordinate changes the sign of the derivative, and both halves obey

$$-ik_xF'+DG=EF,\qquad ik_xG'+DF=EG .$$

At $E=0$ try $G=-i\eta F$ with $\eta=\pm1$. Both equations reduce to $F'=-\eta DF/k_x$, so

$$F(r)=F(0)\exp\left[-\frac{\eta}{k_x}\int_0^rD(r')\,dr'\right].$$

These two functions span all solutions at zero energy. If $D$ has opposite signs far out on the two sides, the choice $\eta=\mathrm{sgn}\,D(+\infty)$ decays both ways. If the signs are equal, each solution grows on one side, and a combination grows on at least one. The change of sign between incoming and outgoing paths is thus what binds the state. The form of the gap near the wall alters the wave function but not the energy.

This protection relies on a real gap. Suppose a uniform component $iD_s$, with $D_s$ real and equal on both paths, is added to the upper off-diagonal element, and its conjugate to the lower one. Acting on $(1,-i\eta)$, the extra terms give $(iD_s(-i\eta),-iD_s)=\eta D_s(1,-i\eta)$. The state keeps its form but moves to the energy $\eta D_s$. A component of this kind breaks time-reversal symmetry and lifts the states from zero energy. If it is weak and confined to the surface region, first-order perturbation theory gives the energy as $\eta$ times the average of $D_s$ over the density of the state.

### (f) A lattice without the Andreev approximation

**Question.** Does the criterion hold for a square lattice whose Hamiltonian is diagonalized without the Andreev approximation?

**Solution.** Take hopping $-t$ between nearest neighbours, pairing $+\Delta_b$ on bonds along the crystal axis $X$ and $-\Delta_b$ on bonds along $Y$. A 110 edge cuts the lattice into layers $n=X+Y$, with position $X-Y$ along the edge. A step along either axis raises $n$ by one and changes $X-Y$ by $+1$ or $-1$. With phase $q$ per unit of $X-Y$, hopping and pairing from one layer to the next are

$$-t(e^{iq}+e^{-iq})=-2t\cos q,\qquad \Delta_b(e^{iq}-e^{-iq})=2i\Delta_b\sin q .$$

For steps in the opposite direction the pairing is $-2i\Delta_b\sin q$. A bulk wave with phase $k$ per layer therefore has

$$\xi=-4t\cos q\cos k-\mu,\qquad \Delta=-4\Delta_b\sin q\sin k .$$

Reflection at the edge keeps $q$ and turns $k$ into $-k$, which reverses the sign of $\Delta$.

For $t=1$ eV, $\mu=-1$ eV, $\Delta_b=0.2$ eV and 400 layers, the cases $q=0.3$, $0.7$ and $1.2$ each give two levels with $|E|$ below $10^{-11}$ eV, one for each edge of the strip. The third level lies at the edge of the bulk spectrum, for example at 0.487 eV for $q=0.7$. For $q=0.7$ the calculation was repeated with the pairing reduced smoothly towards zero at the edges over some 20 layers, and the two levels remain at zero, to rounding. The weakened region also binds further levels below the bulk edge, the lowest at about 0.33 eV, so the result of part (d) that only zero-energy states are bound holds for the uniform gap alone.

Three changes remove them:

- With equal pairing signs on both kinds of bond, the 110 edge has $\Delta=4\Delta_b\cos q\cos k$, which is even in $k$. The lowest level is then 0.196 eV, the bulk edge.
- At a 100 edge of the d-wave lattice the lowest levels are 0.553 eV for $q=0.3$ and 0.088 eV for $q=1.2$, again the bulk edges.
- At the 110 edge with $q=1.45$ the hopping term $4t\cos q=0.48$ eV is smaller than $|\mu|$. There is no Fermi crossing, hence no quasiparticle path to fold, and the lowest level is 0.518 eV.

The decay rate per layer should be the gap divided by the velocity at the Fermi crossing,

$$\frac{4\Delta_b\sin q\sin k}{4t\cos q\sin k}=\frac{\Delta_b}{t}\tan q .$$

This is 0.0619 for $q=0.3$ and 0.1685 for $q=0.7$. The eigenvectors give 0.0634 and 0.1736, larger by 2 and 3 per cent of the predicted values. The reading compares the density in two successive windows of 40 layers, which need not hold whole oscillations. The exact rate follows from the zero-energy recursion between layers. For these two values of $q$ its roots $\lambda$ are complex, with $|\lambda|^2=(t\cos q-\Delta_b\sin q)/(t\cos q+\Delta_b\sin q)$, so the rate is $\mathrm{artanh}[(\Delta_b/t)\tan q]$, which is 0.0619 and 0.1701. The Andreev estimate is thus low by 0.1 and 1 per cent, and the rest of the difference belongs to the reading.

### (g) The resonance in one mode

**Question.** Open the 110 surface to the metal through a barrier of finite strength. Find $\sigma(E)$ inside the gap, its height and its width.

**Solution.** Since $\Delta_-=-\Delta_+$, we have $\gamma_-=-\gamma_+$ and $p=-\gamma_+^2$. Write $|\Delta|$ for the common magnitude. Inside the gap $\gamma_+^2=e^{-2i\varphi}$ with $\cos\varphi=E/|\Delta|$. Put $\varphi=\pi/2-\chi$, so that $\sin\chi=E/|\Delta|$. Then

$$p=-e^{-i\pi+2i\chi}=e^{2i\chi}.$$

Both $|\gamma_+|$ and $|p|$ are 1, and the numerator of $\sigma$ is $\tau(1+\tau-R)=2\tau^2$. The denominator is

$$|1-Re^{2i\chi}|^2=1-2R\cos2\chi+R^2=(1-R)^2+2R(1-\cos2\chi)=\tau^2+4R\sin^2\chi .$$

Therefore, for $E<|\Delta|$,

$$\sigma(E)=\frac{2}{1+\dfrac{4R}{\tau^2}\dfrac{E^2}{\Delta^2}} .$$

This is a Lorentzian of height 2 at zero energy for every $\tau>0$. It falls to half its height at

$$w=\frac{\tau|\Delta|}{2\sqrt R},$$

provided $w<|\Delta|$. That means $\tau^2<4(1-\tau)$, or $\tau<2\sqrt2-2\approx0.83$. For a perfect contact $R=0$ and $\sigma=2$ throughout the gap, so a single mode has a plateau and no peak. As the barrier grows the resonance narrows while its height stays at 2, and a fully closed surface carries no current.

At a temperature $T$ the conductance is the average of $\sigma(E)$ with the weight $-\partial f/\partial E$, where $f$ is the Fermi function. This weight equals $1/(4k_BT)$ at its maximum. If $w\ll k_BT\ll|\Delta|$, the resonance contributes its area $2\pi w$ times this value, which is $\pi w/(2k_BT)$. The height 2 is thus visible only when $k_BT$ is small compared with $w$.

The formula was tested on the lattice of part (f), with weaker pairing and a weak link to a normal lead. The normal transmission was $\tau=0.448$ and the gap 0.0122 eV. At $E/|\Delta|=0$, 0.10, 0.33 and 0.70 the Green functions gave $\sigma=2.000$, 1.799, 0.902 and 0.309. The formula gives 2.000, 1.801, 0.909 and 0.312.

### (h) The peak of a wide contact at zero temperature: a worked example

**Question.** Sum over the modes of a wide contact. Show that the 110 conductance is largest at zero bias, and compare it with the 100 surface for $E_F=1$ eV, the free-electron mass, $\Delta_0=0.02$ eV and $Z=2$.

**Solution.** These are model parameters and stand for no particular material. With $\hbar$ restored, $\hbar v_F=3.904$ eV Å, and the barrier strength is $H=Z\hbar v_F=7.81$ eV Å.

At $\theta=45^\circ$ the gap magnitude is 0.02 eV, and

$$\tau=\frac{0.5}{0.5+4}=0.111,\qquad w=\frac{0.111\times0.02}{2\sqrt{0.889}}=1.18\times10^{-3}\ \text{eV},$$

$$\frac1\kappa=\frac{\hbar v_F}{2\Delta_0\sin\theta}=\frac{3.904}{0.04\times0.707}=138\ \text{Å}.$$

Other angles give:

| $\theta$ | $\lvert\Delta\rvert$ (eV) | $\tau$ | $w$ (eV) | $1/\kappa$ (Å) |
|---|---|---|---|---|
| 10° | 0.0068 | 0.195 | 0.00074 | 562 |
| 30° | 0.0173 | 0.158 | 0.00149 | 195 |
| 60° | 0.0173 | 0.059 | 0.00053 | 113 |
| 80° | 0.0068 | 0.0075 | 0.000026 | 99 |

The matching condition $|\Omega|\ll k_x^2$ of part (a) becomes, at zero energy, $\Delta_0|\tan\theta|/E_F\ll1$. The ratio is 0.02 at 45° and 0.11 at 80°, so the width in the last row is the least accurate. If the gap is continued off the Fermi surface in proportion to the product of the two momentum components and the matching is solved without the Andreev approximation, the widths come out smaller by 0.1 per cent at 10°, 0.7 per cent at 45° and 1.0 per cent at 80°, while $\sigma(0)$ and $1/\kappa$ are unchanged.

The modes are evenly spaced in $k_y$, hence in $\sin\theta$, and the mean per mode is

$$\langle\sigma\rangle=\frac12\int_{-\pi/2}^{\pi/2}\sigma\cos\theta\,d\theta .$$

At $E=0$ every mode of the 110 surface has $\sigma=2$ except $\theta=0$, where $\sigma=\tau$. A single angle does not affect the integral, so $\langle\sigma\rangle=2$.

At $E>0$ and $Z>0$, a mode could reach 2 only with $b=0$, that is with $p=1$. Inside the gap $p=e^{2i\chi}$ with $0<\chi<\pi/2$, which differs from 1. Above the gap $|p|<1$. At the gap edge $p=-1$. So each mode lies below 2, and so does the mean.

For negative energies the outgoing waves have $\gamma(-E)=-\gamma(E)^*$. This replaces $p$ by $p^*$ and leaves $\sigma$ unchanged. The conductance is therefore symmetric in the bias and largest at zero.

In the normal state, with $y=\sin\theta$ and evenness in $y$,

$$\langle\tau\rangle=\int_0^1\frac{1-y^2}{1+Z^2-y^2}\,dy=1-Z^2\int_0^1\frac{dy}{1+Z^2-y^2}=1-\frac{Z^2}{\sqrt{1+Z^2}}\,\mathrm{artanh}\frac1{\sqrt{1+Z^2}} .$$

For $Z=2$ this is $1-1.789\times0.4812=0.139$. The zero-bias conductance of the 110 contact is thus $2/0.139=14.4$ times its normal value.

At the 100 surface $\gamma_+=\gamma_-$, and at zero energy $p=-1$. Hence

$$\sigma(0)=\frac{\tau(1+\tau-R)}{(1+R)^2}=\frac{2\tau^2}{(2-\tau)^2},$$

which is close to $\tau^2/2$ for a strong barrier: two charges must cross with no resonance to help them. The computed means, divided by $\langle\tau\rangle$, are:

| $E$ (eV) | 110 | 100 |
|---|---|---|
| 0 | 14.4 | 0.098 |
| 0.0001 | 13.2 | 0.102 |
| 0.001 | 6.20 | 0.143 |
| 0.01 | 0.44 | 0.62 |
| 0.02 | 0.71 | 2.17 |
| 0.03 | 0.91 | 1.14 |

The 110 mean falls to half its maximum at $8.3\times10^{-4}$ eV, about 4 per cent of $\Delta_0$. Its top is sharper than a Lorentzian of that width, which would still have 98.6 per cent of its height at 0.0001 eV, whereas the mean has 91.5 per cent. The reason is the spread of widths: $w$ tends to zero at normal incidence because the gap does, and at grazing incidence because gap and transmission both do. Modes with $w<E$ have already lost more than half of their resonance.

The 100 curve is small at zero bias and exceeds the normal value at 0.02 eV. At the gap edge of a 100 mode $p=1$ and $\sigma=\tau(1+\tau-R)/\tau^2=2$. At $E=\Delta_0$ this edge is reached at normal incidence, where the barrier is most transparent, and also at grazing incidence, where it transmits almost nothing.

These results hold at zero temperature and for a gap that keeps its bulk value up to the barrier. The thermal average of part (g) lowers the zero-bias ratio of the 110 contact from 14.4 to 13.0 at 1 K, 10.0 at 4.2 K and 6.9 at 10 K. A gap weakened near the surface leaves $\sigma(0)=2$ but narrows the resonance: with a profile $\tanh(x/L)$ the width at 45° drops from $1.18\times10^{-3}$ eV to $7.8\times10^{-4}$ eV for $L=62$ Å and $5.9\times10^{-4}$ eV for $L=138$ Å. The results also assume a smooth surface. Roughness mixes the angles, so that a path no longer joins just the two gaps used here, and the height found above cannot then be taken over. Further values are in the numerical output.

## Computed values

```
Fermi energy 1.00 eV, gap maximum 0.020 eV
barrier parameter Z = 2.0 (dimensionless)
Fermi wave vector 0.5123 1/angstrom
hbar * Fermi velocity 3.9038 eV angstrom
delta-barrier strength H 7.808 eV angstrom
110 surface, one mode per line:
angle(deg) gap+(eV) gap-(eV) tau half-width(eV) decay(angstrom) sigma(0)
 10   0.00684  -0.00684  0.19515  7.440e-04    562.0  2.0000
 30   0.01732  -0.01732  0.15789  1.490e-03    195.2  2.0000
 45   0.02000  -0.02000  0.11111  1.179e-03    138.0  2.0000
 60   0.01732  -0.01732  0.05882  5.251e-04    112.7  2.0000
 80   0.00684  -0.00684  0.00748  2.569e-05     99.1  2.0000
mean normal transmission 0.13918 (dimensionless)
energy(eV), mean sigma 110, 110/normal, 100/normal (dimensionless):
0.0000   2.0000  14.3697   0.0978
0.0001   1.8308  13.1540   0.1023
0.0005   1.3268   9.5332   0.1204
0.0010   0.8626   6.1978   0.1432
0.0020   0.3919   2.8159   0.1893
0.0050   0.1006   0.7229   0.3342
0.0100   0.0614   0.4414   0.6182
0.0200   0.0984   0.7072   2.1666
0.0300   0.1262   0.9065   1.1437
half-width of averaged 110 peak 8.291e-04 eV
lattice: hopping 1 eV, chemical potential -1.0 eV
lattice: bond pairing 0.2 eV, 400 layers
110 d-wave: phase q(rad), lowest 3 |E| (eV), bulk edge (eV)
0.30 7e-12 7e-12 0.2298 0.2281
0.70 9e-16 4e-15 0.4867 0.4862
1.20 2e-15 3e-15 0.4428 0.4428
110 with suppressed surface gap, q=0.70: lowest |E| 1e-15 eV
controls: q(rad), lowest |E| (eV), bulk edge (eV)
110 equal-sign pairing: 0.70 0.1962 0.1961
100 d-wave: 0.30 0.5533 0.5533
100 d-wave: 1.20 0.0882 0.0881
110 no Fermi crossing: 1.45 0.5180 0.5180
zero-mode decay per layer: q(rad), eigenvector, gap/velocity
0.30 0.0634 0.0619
0.70 0.1736 0.1685
lattice contact: tau 0.4476, gap 0.01218 eV
E/gap, sigma lattice, sigma formula (dimensionless):
0.00 2.0000 2.0000
0.10 1.7986 1.8013
0.33 0.9016 0.9085
0.70 0.3094 0.3122
```
